# Scalar two-body operators in an atomic shell beyond the Slater integrals, part 2

How many independent scalar two-body operators $V=\sum_{i<j}v_{ij}$ act in a shell $l^N$ with $l\ge1$ and one fixed radial function? Scalar means commuting separately with the total spin $\mathbf S$ and orbital momentum $\mathbf L$. The one-electron tensors

$$\langle m|u^k_q|m'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix},\qquad k=0,\dots,2l .$$

are real, with $(u^k_q)^\dagger=(-1)^qu^k_{-q}$ and

$$\mathrm{Tr}\left[(u^k_q)^\dagger u^{k'}_{q'}\right]=\frac{\delta_{kk'}\delta_{qq'}}{2k+1}.\tag{1}$$

The pair sums are $U_k=\sum_{i<j}u^k(i)\cdot u^k(j)$. For one-electron orbital momenta, $\boldsymbol\ell_1\cdot\boldsymbol\ell_2=l(l+1)(2l+1)\,u^1(1)\cdot u^1(2)$.

The first derivation counted the terms of $l^2$: $L=0,\dots,2l$, each once, singlets for even $L$ and triplets for odd. On term $L$, $u^k(1)\cdot u^k(2)$ has eigenvalue $e_k(L)$, with

$$\sum_L(2L+1)e_k(L)e_{k'}(L)=\sum_{qq'}\left|\mathrm{Tr}\left[(u^{k}_{q})^\dagger u^{k'}_{q'}\right]\right|^2=\frac{\delta_{kk'}}{2k+1}.\tag{2}$$

The second derivation, continued here, expands pair operators in tensors. Let $X$ exchange the orbital states of two electrons with spins $\mathbf s_1,\mathbf s_2$. Completeness,

$$\sum_{kq}(2k+1)\langle m_1|u^k_q|m_3\rangle\langle m_4|u^k_q|m_2\rangle=\delta_{m_1m_4}\delta_{m_2m_3},$$

gives

$$X=\sum_k(2k+1)\,u^k(1)\cdot u^k(2).\tag{7}$$

On antisymmetric states,

$$\mathbf s_1\cdot\mathbf s_2=-\tfrac14-\tfrac12X.\tag{8}$$

Hence $V=\sum_kc_kU_k$, with at most $2l+1$ coefficients.

The Coulomb interaction reaches only even $k$:

$$V_{\rm C}=\sum_{k=0,2,\dots,2l}F^k\langle l\|C^k\|l\rangle^2\,U_k,\tag{5}$$

where $F^k$ are Slater integrals and $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. For $d$, $\langle d\|C^k\|d\rangle^2=10/7$ at $k=2,4$.

The model $d$ shell has $F^2=60000$, $F^4=40000$ and the common shift $F^0$ set to zero. Virtual excitation $d^2\to p^2$ to an empty $p$ shell, with radial integrals $R^1=40000$, $R^3=25000$ and common gap $\Delta=300000$, gives in second order the odd coefficients $c_1=3462$, $c_3=1438$. All are in $\mathrm{cm^{-1}}$. The numerical output also tests a local interaction $e^{\cos\omega}$, with $\omega$ the angle between the electrons.

### Independence for a given number of electrons

Suppose $\sum_kc_kU_k=0$ on $l^N$. Consider two determinants that share $N-2$ spin-orbitals and differ in the other two, $(m{+}1)\!\uparrow,\,n\!\downarrow$ in one and $m\!\uparrow,\,(n{+}1)\!\downarrow$ in the other. The four are distinct. Only the pair that changes contributes, and its exchange element vanishes because the spins are opposite. With $q=1$ and the adjoint relation,

$$\sum_{k=1}^{2l}c_k\langle m{+}1|u^k_1|m\rangle\langle n{+}1|u^k_1|n\rangle=0\quad\text{for all } m,n.$$

Multiply by $\langle m{+}1|u^{k'}_1|m\rangle$ and sum over $m$. By (1), what remains is $c_{k'}\langle n{+}1|u^{k'}_1|n\rangle/(2k'+1)=0$ for all $n$. The matrix $u^{k'}_1$ is not zero, so $c_{k'}=0$ for $k'=1,\dots,2l$. The remaining operator $c_0U_0=c_0N(N-1)/[2(2l+1)]$ vanishes only if $c_0=0$.

The shared spin-orbitals must be chosen from the $4l+2-4$ others, which requires $N-2\le4l-2$. The $2l+1$ operators are therefore independent for $2\le N\le4l$. For $N=4l+1$ there is a single hole, the shell has one term, and every scalar is a constant. The closed shell has one state. The calculated ranks agree: 5 for $d^2$ through $d^8$, of which 3 come from even $k$, and 1 for $d^9$. For $f^3$ they are 7 and 4.

### The odd ranks as generators of rotations

The missing operators are $U_1,U_3,\dots,U_{2l-1}$. "Missing" is meant modulo the Slater operators, since any even part could be added to them. To see what distinguishes odd ranks, define the matrix $J_{mm'}=(-1)^{l-m}\delta_{m',-m}$. It is symmetric, and up to an overall sign it gives the integral of the product of two orbitals without complex conjugation. Multiplication gives

$$(Ju^k_q)_{mm'}=\begin{pmatrix}l&k&l\\m&q&m'\end{pmatrix},$$

which changes by $(-1)^k$ when $m$ and $m'$ are interchanged. In real orbitals the even-rank matrices are therefore symmetric, like those of a local potential, and the odd-rank matrices are antisymmetric, like those of $\boldsymbol\ell$. Antisymmetric matrices generate rotations of the $2l+1$ real orbitals. The odd ranks number $\sum_{\rm odd}(2k+1)=l(2l+1)$, which is the dimension of the algebra of $SO(2l+1)$.

Let $U^k_q=\sum_iu^k_q(i)$, with an upper index to distinguish it from the pair sum. Each one-electron term of its square equals $1/(2l+1)$, so

$$U^k\cdot U^k=\frac N{2l+1}+2U_k.\tag{9}$$

For $k=1$ this gives the total orbital momentum,

$$\mathbf L^2=Nl(l+1)+2l(l+1)(2l+1)U_1.$$

By (1) the operators $\sqrt{2k+1}\,u^k_q$ are orthonormal under the trace, which commutation leaves invariant. The sum of squares over a set of them that is closed under commutation therefore commutes with the set. For all odd ranks this is the Casimir operator

$$\mathcal C=\sum_{k\ \rm odd}(2k+1)\,U^k\cdot U^k=Nl+2\sum_{k\ \rm odd}(2k+1)U_k.\tag{10}$$

For a $d$ shell, $\mathbf L^2$ and $\mathcal C$ contain $U_1$ alone and $3U_1+7U_3$. They can replace $U_1$ and $U_3$, up to constants. For an $f$ shell three operators are needed. Direct commutation shows that the closed odd-rank sets containing $k=1$ are $\{1\}$, $\{1,5\}$ and $\{1,3,5\}$. The middle one has $3+11=14$ members and generates the group $G_2$. Its Casimir operator supplies $U_5$, and that of $SO(7)$ then supplies $U_3$. For a $g$ shell the calculation finds only $\{1\}$ and the full set. This chain gives two Casimir operators for four missing directions, so two further independent operators are needed, for example $U_3$ and $U_5$.

### Spin and pairing are not further parameters

One might try to add a term in $\mathbf S^2$ or a pairing term to the list. Summing (8) over pairs and using $\mathbf S^2=\tfrac34N+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j$ gives

$$\sum_k(2k+1)U_k=N-\frac{N^2}4-\mathbf S^2.\tag{11}$$

If the factor $(-1)^k$ is inserted in (7), interchanging the outer columns of one $3j$ symbol absorbs it, and the completeness sum becomes

$$(-1)^{m_1-m_3}\delta_{m_2,-m_1}\delta_{m_4,-m_3}.$$

This is $2l+1$ times the projector on the pair state $L=0$. Its sum over pairs is the pairing operator

$$Q=\sum_k(-1)^k(2k+1)U_k .\tag{12}$$

It can be written $Q=P^\dagger P$, where $P^\dagger=\sum_m(-1)^ma^\dagger_{m\uparrow}a^\dagger_{-m\downarrow}$ creates that pair.

Let $O$ be the sum of $(2k+1)U_k$ over odd $k$. Modulo Slater operators and constants, (10) to (12) read $\mathcal C\equiv2O$, $\mathbf S^2\equiv-O$ and $Q\equiv-O$. All three point in the same new direction. Once every Slater parameter is free, at most one of them may be added. In a $d$ shell the set $F^0,F^2,F^4$, one coefficient for $\mathbf L^2$ and one for $\mathcal C$ is complete, and a sixth scalar two-body parameter would be redundant.

At $d^2$ these five parameters meet five term energies, so the fit is perfect and tests nothing. A test requires more independent term energies than free parameters. One can take a configuration with more than five terms, fit several values of $N$ with common parameters (valid only as far as the radial function is the same for each $N$, which in real ions it is not), or constrain the parameters, for example by fixing the ratio $F^4/F^2$.

### Why the excitation leaves a two-body operator

The odd coefficients of the model were found in $d^2$. They can be used in $d^N$ only if the effective operator is purely two-body. Let $V_\uparrow$ move two electrons from the shell to an empty shell $l'$:

$$V_\uparrow=\tfrac12\sum v_{ab,cd}\,a^\dagger_aa^\dagger_ba_da_c,$$

with $a,b$ in $l'$ and $c,d$ in $l$. In second order, with a common gap $\Delta$, the effective operator is $-V_\uparrow^\dagger V_\uparrow/\Delta$. Since $l'$ is empty before and after, its operators must contract completely. There are two contractions, and they are equal because $v_{ba,dc}=v_{ab,cd}$. The result is

$$-\frac1{2\Delta}\sum v^*_{ab,c'd'}\,v_{ab,cd}\;a^\dagger_{c'}a^\dagger_{d'}a_da_c,$$

with two creation and two annihilation operators in the shell. In contrast, an excitation that moves only one electron to $l'$ while a second one scatters within the shell leaves three creation and three annihilation operators. It then contains three-body terms, which lie outside the present count.

### The model parameters and a check in $d^3$

The odd part of the model is written as $\alpha\mathbf L^2+\beta\,\mathcal C$ plus a constant. For $d$, $\mathbf L^2=6N+60U_1$ and $\mathcal C=2N+6U_1+14U_3$. Matching the coefficients gives

$$\beta=\frac{c_3}{14}=\frac{1438}{14}\approx102.7,\qquad \alpha=\frac{c_1-6\beta}{60}=\frac{3462-616}{60}\approx47.4\ \mathrm{cm^{-1}},$$

and a constant $-(6\alpha+2\beta)\approx-490\ \mathrm{cm^{-1}}$ per electron. The even part changes $F^2$ by $-2093$ and $F^4$ by $-3194\ \mathrm{cm^{-1}}$. These two numbers belong to the choice of $\mathcal C$, which has no even part. With $Q$ as the fifth operator they become $-1374$ and $-1900$, and with $\mathbf S^2$ they become $-2812$ and $-4488\ \mathrm{cm^{-1}}$, while $\alpha$ and the combination $B$ defined below stay the same. Fitted Slater integrals can be compared only when the added operators are the same. In this model, configuration interaction therefore both lowers the effective Slater integrals and adds the new operators.

Consider the interval between ${}^4P$ and ${}^4F$ in $d^3$. With all spins up, three electrons in five orbitals are two holes. Rewriting $U^k_q$ with $k\ge1$ in terms of holes multiplies it by $(-1)^{k+1}$, which drops out of $U^k\cdot U^k$. By (9), every scalar two-body operator then gives this interval the same value as that between ${}^3P$ and ${}^3F$ in $d^2$. From $e_2$ and $e_4$ the Slater part is

$$\frac{10}7\left(\frac{3}{14}F^2-\frac{5}{42}F^4\right)=15B,\qquad B=\frac{F^2}{49}-\frac{5F^4}{441}.$$

The operator $\alpha\mathbf L^2$ adds $(2-12)\alpha=-10\alpha$. The operator $\mathcal C$ adds nothing: by (10) to (12) it equals $Nl+N-N^2/4-\mathbf S^2-Q$. The two terms have the same spin, and $Q$ vanishes on both, since $P$ needs electrons of opposite spin and all are up.

The shifted integrals give $B'=764.5\ \mathrm{cm^{-1}}$ in place of $771.0$, and

$$E({}^4P)-E({}^4F)=15B'-10\alpha=11467-474=10993\ \mathrm{cm^{-1}},$$

or 1.363 eV. The unshifted Slater value is $11565\ \mathrm{cm^{-1}}$. The difference of $572\ \mathrm{cm^{-1}}$ is the lowering of ${}^3P$ in $d^2$, as the hole argument requires. This interval alone cannot separate $B'$ from $\alpha$.

A stronger test compares whole matrices. Second-order theory carried out directly with three electrons, through the configuration $d\,p^2$, agrees with $\sum_kc_kU_k$ taken from $d^2$. If the odd ranks are dropped, the largest error in a matrix element between determinants is $972\ \mathrm{cm^{-1}}$. The model omits all other excitations and the dependence of $\Delta$ on the term, so its numbers illustrate the operators and do not describe a particular atom. The numerical output follows the text.

### What each derivation assumes

Both derivations assume one shell with a fixed radial function, a two-body operator, and separate conservation of $\mathbf L$ and $\mathbf S$. They use these assumptions differently.

The first imposes antisymmetry at the start and needs the fact that each $L$ occurs once in $l^2$. The count is then the number of terms, and the orthogonality (2) turns any measured or calculated $l^2$ spectrum into coefficients $c_k$ and sum rules. For $N>2$ it shows that the $U_k$ suffice, but not that they remain independent.

The second needs no list of terms. It assumes that the one-electron tensors are complete, and it uses antisymmetry to eliminate spin through (8). The determinant argument then gives the range $2\le N\le4l$. It does not by itself supply the inversion from term energies to coefficients.

The role of the separate symmetries is clearest when they are relaxed. If only $\mathbf J$ is conserved, terms of $d^2$ with the same $J$ may mix. They number 2, 1, 3, 1 and 2 for $J=0,\dots,4$. If the interaction is also invariant under time reversal, the blocks can be taken real and symmetric, and such blocks of these sizes have $3+1+6+1+3=14$ parameters in place of 5. The first derivation adapts by replacing numbers with blocks. In the second, spin and orbital tensors of nonzero rank must be admitted and coupled to a total scalar, and (8) no longer removes every spin operator.

## Numbers as computed

```
l=1: terms of l^2 = 3
l=2: terms of l^2 = 5
l=3: terms of l^2 = 7
l=1: dimension of scalar space = 3
l=2: dimension of scalar space = 5
d^2: independent, all k: 5; even k: 3
d^3: independent, all k: 5; even k: 3
d^4: independent, all k: 5; even k: 3
d^5: independent, all k: 5; even k: 3
d^6: independent, all k: 5; even k: 3
d^7: independent, all k: 5; even k: 3
d^8: independent, all k: 5; even k: 3
d^9: independent, all k: 1; even k: 1
f^3: independent, all k: 7; even k: 4
exp(cos w): Legendre f_0..f_4 = [1.1752 1.1036 0.3578 0.0705 0.01  ]
exp(cos w) in d^2: c_0..c_4 = [5.876  0.     0.5112 0.     0.0142]
d^3 pairing Q: v=1 4.000, v=3 0.000
l=2: closed odd-rank sets [[1], [1, 3]]
l=3: closed odd-rank sets [[1], [1, 5], [1, 3, 5]]
l=4: closed odd-rank sets [[1], [1, 3, 5, 7]]
f^2 G2 Casimir, L=0..6: [0.     4.     4.6667 2.     4.6667 4.     4.6667]
inputs (cm^-1): F2=60000 F4=40000
inputs (cm^-1): R1=40000 R3=25000 gap=300000
<d||C^k||d>^2: k=2 1.428571, k=4 1.428571
<d||C^k||p>^2: k=1 2.000000, k=3 1.285714
1S U_0..U_4: [ 0.2 -0.2  0.2 -0.2  0.2]
3P U_0..U_4: [ 0.2     -0.16667  0.1     -0.      -0.13333]
1D U_0..U_4: [ 0.2     -0.1     -0.04286  0.11429  0.05714]
3F U_0..U_4: [ 0.2     -0.      -0.11429 -0.07143 -0.01429]
1G U_0..U_4: [0.2     0.13333 0.05714 0.01429 0.00159]
term: Slater, coupling, shift, total, fit residual (cm^-1)
1S: 28571.43, -28955.16, -2794.67, 25776.76, -980.09
3P: 952.38, -13096.97, -571.77, 380.61, -577.07
1D: -408.16, -13623.03, -618.62, -1026.79, -181.89
3F: -10612.24, 0.00, -0.00, -10612.24, -102.72
1G: 4988.66, 0.00, 0.00, 4988.66, 482.20
shift c_0..c_4 (cm^-1): -1520.62 3462.39 -2989.51 1438.05 -4562.79
d^2 SO(5) Casimir, L=0..4: [0. 3. 5. 3. 5.]
change of F2, F4 (cm^-1): -2092.66, -3193.95
alpha, beta (cm^-1): 47.435, 102.718
constant per electron (cm^-1): -490.044
d^3 largest element missed without odd k: 972.24 cm^-1
B before, after (cm^-1): 770.975, 764.480
d^3 4P-4F, Slater only: 11564.63 cm^-1
15B' and -10 alpha (cm^-1): 11467.20, -474.35
d^3 4P-4F, second order: 10992.86 cm^-1
d^3 4P-4F, second order: 1.36294 eV
```
